# Why permittivity alone does not determine tunnelling at equal equivalent oxide thickness

**Question.** Two insulating films give the same capacitance per area. One has the higher permittivity and is therefore physically thicker. Why can the thicker film still pass more tunnelling current, and which combination of film properties decides the comparison?

**Answer.**

## What equal capacitance fixes

Let a film have relative permittivity \(k\) and thickness \(t\). Its equivalent oxide thickness, \(d\), is the thickness of a reference film with permittivity 3.9 and the same capacitance per area:

\[
\frac{\varepsilon_0 k}{t}=\frac{3.9\,\varepsilon_0}{d}
\qquad\Longrightarrow\qquad
t=\frac{k\,d}{3.9}.
\]

At fixed \(d\), a higher permittivity buys length. It does not change the voltage produced by a given electrode charge per area \(\sigma\). The field is \(\sigma/(\varepsilon_0k)\), so

\[
V=\frac{\sigma t}{\varepsilon_0 k}=\frac{\sigma d}{3.9\,\varepsilon_0}.
\]

Films of equal \(d\) may thus be compared at equal charge and equal voltage together. The field \(V/t\) falls as \(1/k\).

Length is half of the tunnelling problem. The other half is how quickly the electron wave decays per unit length, which \(k\) does not set.

## The decay per unit length

Take a uniform, trap-free film between two metals. Its barrier stands \(\phi\) above the Fermi level, and electrons in it have one isotropic effective mass \(m\), in units of the free-electron mass \(m_0\). Energies are in eV and voltages in V, so that \(V\) is also the energy drop in eV. For an electron at the Fermi level moving straight across a flat barrier, the Schrödinger equation is

\[
-\frac{\hbar^2}{2mm_0}\psi''+e\phi\,\psi=0 .
\]

Inserting \(\psi\propto e^{-\kappa x}\) gives \(\hbar^2\kappa^2/(2mm_0)=e\phi\), or

\[
\kappa=C\sqrt{m\phi},\qquad
C=\frac{\sqrt{2m_0e}}{\hbar}=5.1232\ \mathrm{nm^{-1}\,eV^{-1/2}}.
\]

A higher barrier or a heavier mass makes the wave decay faster. The probability is the squared amplitude, so it falls as \(e^{-S}\) with \(S=2\kappa t\). Putting in the thickness allowed by the capacitance,

\[
S=2C\sqrt{m\phi}\,\frac{kd}{3.9}
=\frac{2C}{3.9}\,d\,f,\qquad
f=k\sqrt{m\phi}.
\]

The square root covers the product of mass and barrier height. This \(f\) is the low-bias figure of merit. Film 2 has the larger exponent than film 1 if

\[
\frac{k_2}{k_1}>\sqrt{\frac{m_1\phi_1}{m_2\phi_2}} .
\]

A gain in permittivity is lost if \(\sqrt{m\phi}\) falls by a larger factor.

The WKB approximation used below takes the transmission as \(e^{-S}\) and leaves out wave matching at the interfaces. For a thick flat barrier that factor is easily found. Let the electrons in both electrodes have the free-electron mass and wave number \(k_e\), and let \(r=\kappa/(mk_e)\). With unit incident amplitude, reflected amplitude \(b\) and decaying amplitude \(a\), continuity of \(\psi\) and \(\psi'/m\) gives \(1+b=a\) and \(1-b=ira\). Adding these gives \(|a|^2=4/(1+r^2)\). At the exit, a decaying amplitude \(a'\), a growing amplitude \(b'\) and a transmitted amplitude \(c'\) obey \(a'+b'=c'\) and \(a'-b'=-ic'/r\), hence \(|c'|^2=4r^2|a'|^2/(1+r^2)\). With \(|a'|^2=|a|^2e^{-S}\), the transmission is

\[
T=\frac{16r^2}{(1+r^2)^2}\,e^{-S}.
\]

The prefactor has its maximum, 4, at \(r=1\). It does not contain the thickness, so it leaves the decay law intact.

## From the exponent to a resistance

The electrodes also supply electrons with a wave vector \(q\) parallel to the film. It is conserved. At fixed total energy, the parallel motion uses up energy, so the decay becomes faster:

\[
\kappa_q^2=\kappa^2+q^2 .
\]

At zero temperature and small voltage, each parallel state contributes \(2e^2/h\) times its transmission, the 2 counting spin. There are \(d^2q/(2\pi)^2\) such states per area. With \(d^2q=2\pi q\,dq\), the conductance per area is

\[
G=\frac{2e^2}{h}\int\frac{d^2q}{(2\pi)^2}e^{-2\kappa_qt}
=\frac{e^2}{\pi h}\int_0^\infty q\,e^{-2\kappa_qt}\,dq .
\]

The upper limit may be infinite if the electrode Fermi surface is much wider than the range of \(q\) that matters, roughly \(\sqrt{\kappa/t}\). Set \(s=\kappa_q\), so that \(s\,ds=q\,dq\), and integrate by parts:

\[
\int_\kappa^\infty s\,e^{-2ts}ds
=e^{-2\kappa t}\left(\frac{\kappa}{2t}+\frac1{4t^2}\right)
=\frac{(1+S)e^{-S}}{4t^2}.
\]

The resistance-area product, \(RA=1/G\), is therefore

\[
RA=\frac{4\pi h}{e^2}\,\frac{t^2e^S}{1+S},
\]

and its logarithm is

\[
\ln RA=S-\ln(1+S)+2\ln t+\text{constant}.
\]

It is the logarithm of the resistance that grows nearly linearly with \(f\). The resistance itself grows almost exponentially.

The other terms matter in close contests. If two films have equal \(d\) and equal \(f\), they have equal \(S\), but in this WKB formula their resistances still differ by \((k_2/k_1)^2\) through \(t^2\). The physical reason is that, at equal \(S\), a longer barrier admits a narrower range of parallel wave vectors. Interface matching, which depends on \(\phi/m\), can change that factor.

## What a finite voltage changes

A voltage tilts the barrier. An electron from the Fermi level of the negative electrode meets the local height \(y=\phi-Vx/t\). For \(V<\phi\) it tunnels through the whole film. For \(V>\phi\) the forbidden region ends inside the film, at \(y=0\). Since \(dx=-t\,dy/V\), both cases are covered by

\[
S(V)=\frac{2C\sqrt m\,t}{V}\int_{\max(\phi-V,0)}^\phi\sqrt y\,dy
=\frac{4C\sqrt m\,t}{3V}\left[\phi^{3/2}-\max(\phi-V,0)^{3/2}\right].
\]

Write \(u=V/\phi\) and divide by the flat-barrier value \(S\). Then \(S(V)=S\,g(u)\), with

\[
g(u)=\begin{cases}
\dfrac{2}{3u}\left[1-(1-u)^{3/2}\right],&u<1,\\[2mm]
\dfrac{2}{3u},&u\ge1.
\end{cases}
\]

For small \(u\), \((1-u)^{3/2}\simeq1-\tfrac32u+\tfrac38u^2\), so \(g\simeq1-u/4\). The film with the lower barrier loses exponent faster, in relative terms, at the same voltage.

When \(V>\phi\), the Fowler–Nordheim regime, the exponent is

\[
S(V)=\frac{4C}{3\times3.9}\,\frac{d}{V}\,k\sqrt m\,\phi^{3/2}.
\]

If both films are in this regime at the same \(V\), the measure is \(k\sqrt m\,\phi^{3/2}\). The barrier now counts more heavily because it sets the length of the forbidden region as well as the decay within it. No single number ranks films at all voltages.

## What temperature changes

Let \(E\) be the total energy measured from the negative electrode's Fermi level, and let \(w=q^2/(C^2m)\) be the parallel energy in the film, so \(q\,dq=\tfrac12C^2m\,dw\). With \(n_F\) the Fermi function, the current density is

\[
J=\frac{e^2}{\pi h}\frac{C^2m}{2}\int dE\,[n_F(E)-n_F(E+V)]
\int_0^\infty dw\,e^{-S_V(\phi-E+w)} .
\]

Here \(S_V(p)\) is the tilted-barrier exponent for an effective height \(p\), and it is zero for \(p\le0\), where the electron passes over the barrier.

At zero temperature the energy integral runs from \(-V\) to 0. Let \(c=dS_V/d\phi\). If \(S_V\) is nearly linear over the narrow range of energies that matters, the two integrals give \(1/c\) and \((1-e^{-cV})/c\), so

\[
J\simeq\frac{e^2}{\pi h}\frac{C^2m}{2c^2}\left(1-e^{-cV}\right)e^{-S(V)} .
\]

This form explains a shift between two crossover voltages below.

In a very thick film tunnelling vanishes, and only \(w<E-\phi\) contributes. The inner integral is then \(E-\phi\). With \(\theta=k_BT/e\), and \(V\gg\theta\), \(\phi\gg\theta\),

\[
J=\frac{e^2}{\pi h}\frac{C^2m}{2}\int_\phi^\infty(E-\phi)e^{-E/\theta}dE
=\frac{4\pi mm_0ek_B^2T^2}{h^3}e^{-\phi/\theta}.
\]

This is Richardson emission with the film mass. Its exponent \(\phi/\theta\) contains no \(k\) and no thickness. Comparing \(\phi/\theta\) with \(S\) gives a rough warning: if \(\phi/\theta\) is close to \(S\) or below it, tunnelling at the Fermi level need not control the leakage.

## Numbers for four films

All films have \(d=1.0\) nm. The parameters of R are rough values for silicon dioxide, the reference that defines \(d\). A, B and C are model films with round parameters.

| Film | \(k\) | \(m\) | \(\phi\) (eV) | \(t\) (nm) | \(f\) (eV\(^{1/2}\)) | \(S\) |
|---|---|---|---|---|---|---|
| R | 3.9 | 0.5 | 3.0 | 1.000 | 4.777 | 12.55 |
| A | 20 | 0.2 | 1.5 | 5.128 | 10.954 | 28.78 |
| B | 30 | 0.1 | 1.0 | 7.692 | 9.487 | 24.92 |
| C | 30 | 0.2 | 0.7 | 7.692 | 11.225 | 29.49 |

For film A, \(f=20\sqrt{0.2\times1.5}=10.954\) and \(S=2.6273\times10.954=28.78\).

Film B is 1.5 times as thick as A, but its \(\kappa\) is 1.620 nm\(^{-1}\) against 2.806 nm\(^{-1}\). The faster decay in A wins. The resistance ratio follows from the three factors in \(RA\):

\[
\frac{RA_A}{RA_B}=e^{28.78-24.92}
\left(\frac{5.128}{7.692}\right)^2\frac{1+24.92}{1+28.78}\approx18 .
\]

The exponential alone would give about 47; the greater thickness of B recovers part of this. The low-bias values are \(9.0\times10^3\) and \(4.9\times10^2\ \Omega\,\mathrm{cm^2}\). To match the \(f\) of A with its own mass and barrier, B would need \(k=34.6\).

Films B and C make the point more directly: they have the same permittivity and the same thickness. Yet \(RA\) is \(4.0\times10^4\ \Omega\,\mathrm{cm^2}\) for C, about 80 times that of B. Here permittivity offers no distinction at all.

Solving the Schrödinger equation with interface matching, for electrodes with a Fermi energy of 5 eV, and summing over \(q\), lowers the four resistances by factors between 3.4 and 4.0. The ratio A/B becomes 16.7, so the ranking stands. The computed slope of \(-\ln T\) against \(d\), from 0.8 to 2.4 nm, agrees with \(2Cf/3.9\) within 0.1 percent for each film.

## Where the low-bias winner loses

Film C has the largest \(f\), but a low barrier. The exponents of A and C become equal when \(f_Cg(V/0.7)=f_Ag(V/1.5)\). The small-voltage form gives an estimate:

\[
11.225\left(1-\frac{V}{2.8}\right)=10.954\left(1-\frac V6\right)
\quad\Longrightarrow\quad V\approx0.12\ \mathrm V .
\]

The full expression gives 0.119 V. The equivalent thickness cancels from this condition.

The zero-temperature currents cross later, at 0.364 V, because of the prefactor \(m/c^2\). The masses are equal. Differentiating \(S(V)\) for \(V<\phi\) gives \(c=(2C\sqrt m\,t/V)(\sqrt\phi-\sqrt{\phi-V})\), which at 0.364 V is about 2.4 times larger in C. The prefactor therefore favours C by about 6, and its exponent must fall below that of A by about \(\ln6\approx1.8\) before the currents match. This voltage belongs to the plain WKB model: interface matching moves it to about 0.37 V, and the image force described below moves it to about 0.25 V.

At 0.8 V film C is in the Fowler–Nordheim regime:

\[
S_C(0.8\ \mathrm V)=29.49\times\frac{2\times0.7}{3\times0.8}=17.20,
\]

against 24.51 for A. The zero-temperature WKB currents are \(7.9\times10^{-2}\) and \(6.4\times10^{-4}\) A/cm\(^2\).

Enough heat removes the advantage of C even at low bias. At 0.05 V the WKB model gives these currents in A/cm\(^2\):

| Film | 0 K | 300 K | 358 K |
|---|---|---|---|
| A | \(5.6\times10^{-6}\) | \(6.2\times10^{-6}\) | \(6.5\times10^{-6}\) |
| C | \(1.3\times10^{-6}\) | \(8.7\times10^{-6}\) | \(6.0\times10^{-4}\) |

The order at 300 K is not firm: the WKB currents differ by a factor of only 1.4, and interface matching reverses them, leaving the current in C at about half that in A. At 358 K the WKB current in C is about 90 times that in A. Interface matching, with the 5 eV electrodes used above, raises tunnelling in A and reflects part of the electrons that pass over the barrier in C. It lowers the ratio to about 9, but the order remains.

At 358 K, \(\theta=0.0309\) eV. For C, \(\phi/\theta\approx23\), below its tunnelling exponent of 29.49. For A, \(\phi/\theta\approx49\), far above 28.78. Electrons near or above the barrier top therefore matter greatly in C and little in A. The large \(f\) of C describes a tunnelling resistance that is bypassed.

## How firm the numbers are

The exponent magnifies small errors. Lowering the mass of A by 10 percent lowers its \(RA\) by a factor of 4.2.

The image force, the attraction of the electron to the metals, rounds and lowers the barrier. It was sized with assumed optical permittivities, 2 for R and 5 for the others, on the assumption that the ions do not follow the tunnelling electron. A separate estimate uses a two-band decay law, \(\kappa^2=C^2m\phi(1-\phi/E_g)\), which vanishes at both edges of a gap \(E_g\). The gaps were set to 6, 5 and 4 eV for A, B and C.

| Film | \(S\), simple | with image force | with two bands |
|---|---|---|---|
| A | 28.78 | 27.04 | 24.92 |
| B | 24.92 | 23.41 | 22.29 |
| C | 29.49 | 27.08 | 26.79 |

A stays above B in either case. The image force almost removes the difference between the exponents of A and C, so the order of these two exponents is not robust; the low-bias WKB resistance of C still exceeds that of A, by about 2.3 instead of 4.5. For R, which is thin and has the lower optical permittivity, the image force lowers \(S\) from 12.55 to 9.08, the largest relative change of the four films. The two-band correction applies if \(m\) is the band-edge mass; a mass fitted to tunnelling data with the simple formula may already contain part of it.

At 0.8 V the fields in A and B are 1.56 and 1.04 MV/cm. A rough breakdown rule, \(30/\sqrt k\) MV/cm, gives 6.7 and 5.5 MV/cm. The applied fields are well below these rough values, but defects and long stress can lower the field that a real film withstands.

## Beside a real gate insulator

An equivalent thickness near 1 nm and permittivities of 20 to 30 are in the regime of transistor gate insulators made by atomic layer deposition. The 0.7 eV barrier of C is low for that use. Real gate stacks differ from this model in having a silicon electrode, and often a thin layer resembling silicon dioxide beneath the deposited film. The second difference can be sized at low bias. WKB exponents of layers in series add, and each is proportional to that layer's share of \(d\). If half of the 1 nm belongs to R and half to A,

\[
S=\tfrac12(12.55+28.78)\approx20.7 ,
\]

which is 8.1 below that of A alone. The exponential factor in the resistance falls by about \(3\times10^3\), and the full resistance, with the sum over \(q\), by about \(6\times10^3\). Both figures leave out the image force. The silicon electrode changes the supply of electrons and the barrier seen from each side, so the absolute currents here are not predictions for a transistor.

Defects are the other main omission. Electrons can hop through traps, a path whose current depends on trap density and energy, neither of which follows from \(k\), \(m\) or \(\phi\). It can dominate in deposited films. A measured leakage above the tunnelling value is therefore no proof that \(f\) was wrong.

For choosing a film, \(k\sqrt{m\phi}\) is a useful first ranking under stated conditions: equal equivalent thickness, voltage well below the barriers, few traps, and a barrier high enough to suppress thermal emission. Close values call for the full current at the working voltage and temperature. Further values are in the numerical output.

## Computed values

```
EOT = 1.0 nm; reference k = 3.9
Electrode Fermi energy = 5.0 eV
C = 5.1232 nm^-1 eV^-1/2
Exponent per unit f = 2.6273 eV^-1/2
Inputs: k, m/m0, phi (eV), gap (eV), optical k
R: 3.9, 0.5, 3.0, 9.0, 2.0
A: 20.0, 0.2, 1.5, 6.0, 5.0
B: 30.0, 0.1, 1.0, 5.0, 5.0
C: 30.0, 0.2, 0.7, 4.0, 5.0
Thickness t (nm), kappa (nm^-1), f (eV^1/2), exponent S
R: 1.000, 6.275, 4.777, 12.55
A: 5.128, 2.806, 10.954, 28.78
B: 7.692, 1.620, 9.487, 24.92
C: 7.692, 1.917, 11.225, 29.49
Low-bias RA (ohm cm^2): WKB, full wave equation
R: 6.748e-05, 1.771e-05
A: 9.040e+03, 2.395e+03
B: 4.943e+02, 1.432e+02
C: 4.043e+04, 1.033e+04
WKB RA ratio A/B = 18.29
Wave-equation RA ratio A/B = 16.72
k needed by B for equal f with A = 34.64
A-C exponent crossover = 0.119 V
A-C zero-temperature current crossover = 0.364 V
Exponent at 0.8 V; field (MV/cm); rough breakdown 30/sqrt(k) (MV/cm)
R: 11.67; 8.00; 15.2
A: 24.51; 1.56; 6.7
B: 18.91; 1.04; 5.5
C: 17.20; 1.04; 5.5
Current (A/cm^2) at 0, 300, 358 K
A, 0.05 V: 5.58e-06, 6.18e-06, 6.46e-06
B, 0.05 V: 1.03e-04, 1.22e-04, 1.33e-04
C, 0.05 V: 1.29e-06, 8.65e-06, 6.02e-04
A, 0.80 V: 6.41e-04, 7.32e-04, 7.77e-04
B, 0.80 V: 4.00e-02, 5.49e-02, 6.70e-02
C, 0.80 V: 7.85e-02, 5.98e-01, 1.81e+00
Low-bias S with image force; S with two-band dispersion
R: 9.08; 10.25
A: 27.04; 24.92
B: 23.41; 22.29
C: 27.08; 26.79
A: RA falls by factor 4.16 if m is 10 percent lower
```
